# Conductor scaling for apparent surface charges on a spherical cavity: verification in Python

```python
"""
Result under test: for a solute inside a spherical cavity of radius R in a
dielectric eps, each angular component l of the apparent surface charge is the
conductor value times f_l = (eps - 1)/(eps + x_l), with x_l = l/(l + 1).
S: single-layer operator, kernel 1/|s-s'|.
D: double-layer operator, kernel d/dn' 1/|s-s'| (n' = outward normal at s').
Dstar: as D, but with the normal derivative taken at s.
Phi: vacuum potential of the solute; sigma: apparent surface charge density.
COSMO uses one number x for every l. Hartree atomic units throughout.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legval
from scipy.constants import physical_constants
from scipy.linalg import solve_banded
from scipy.special import lpmv

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R = 4.0
EPS_VALUES = (2.0, 80.0)
LMAX = 60
ells = np.arange(LMAX + 1)


def x_of(l):
    return l / (l + 1.0)


def scaling(eps, x):
    return (eps - 1.0) / (eps + x)


def direction(theta, phi):
    return np.array([np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi), np.cos(theta)])


def sphere_rule(pole, n_polar=200, n_azimuth=64):
    """Unit-sphere quadrature in polar angles about 'pole'.
    The factor sin(gamma) removes the 1/distance singularity at the pole."""
    helper = np.array([1.0, 0.0, 0.0])
    if abs(pole[0]) > 0.8:
        helper = np.array([0.0, 1.0, 0.0])
    e1 = np.cross(pole, helper)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(pole, e1)
    node, weight = leggauss(n_polar)
    gamma = 0.5 * np.pi * (node + 1.0)
    beta = 2.0 * np.pi * np.arange(n_azimuth) / n_azimuth
    g, b = np.meshgrid(gamma, beta, indexing="ij")
    u = (np.cos(g)[..., None] * pole
         + (np.sin(g) * np.cos(b))[..., None] * e1
         + (np.sin(g) * np.sin(b))[..., None] * e2)
    w = (0.5 * np.pi * weight * np.sin(gamma))[:, None] * np.full(
        n_azimuth, 2.0 * np.pi / n_azimuth)
    return u.reshape(-1, 3), w.ravel()


def harmonic(l, m, u):
    """Real, unnormalised spherical harmonic."""
    phi = np.arctan2(u[..., 1], u[..., 0])
    return lpmv(m, l, np.clip(u[..., 2], -1, 1)) * np.cos(m * phi)


def apply_operators(pole, u, w, density):
    """S, D and Dstar acting on a density, evaluated at s = R*pole."""
    sep = R * (pole - u)
    dist = np.linalg.norm(sep, axis=1)
    area = R**2 * w
    single = np.sum(area * density / dist)
    double = np.sum(area * density * np.sum(sep * u, axis=1) / dist**3)
    adjoint = -np.sum(area * density * (sep @ pole) / dist**3)
    return single, double, adjoint


# Eigenvalues of S and D from their kernels, for all m >= 0 up to l = 5
pole = direction(1.0, 0.7)
u, w = sphere_rule(pole)
quad_eigen = {}
for l in range(6):
    for m in range(l + 1):
        values = harmonic(l, m, u)
        here = harmonic(l, m, pole)
        s_val, d_val, a_val = apply_operators(pole, u, w, values)
        size = np.max(np.abs(values))
        assert abs(s_val - 4*np.pi*R/(2*l + 1) * here) < 1e-6 * size * R
        assert abs(d_val + 2*np.pi/(2*l + 1) * here) < 1e-6 * size
        assert abs(a_val + 2*np.pi/(2*l + 1) * here) < 1e-6 * size
        if m == min(l, 1):
            quad_eigen[l] = (s_val / here, d_val / here)

# Jump relations: one-sided differences of the single-layer potential
stencil = np.array([-25/12, 4.0, -3.0, 4/3, -1/4])
step = 0.01 * R
for l, m in ((0, 0), (1, 1), (3, 2)):
    values = harmonic(l, m, u)
    here = harmonic(l, m, pole)
    adjoint = apply_operators(pole, u, w, values)[2]
    for side in (1, -1):
        pot = [np.sum(R**2 * w * values / np.linalg.norm(
            (R + side*k*step) * pole - R*u, axis=1)) for k in range(5)]
        slope = side * np.dot(stencil, pot) / step
        expected = adjoint - side * 2*np.pi*here
        assert abs(slope - expected) < 1e-3 * np.max(np.abs(values))

# Exterior identity (2 pi - D) Phi = -S dPhi/dn for an off-centre charge
source = np.array([0.9, -1.1, 1.3])


def point_potential(unit, place):
    return 1.0 / np.linalg.norm(R*unit - place, axis=-1)


def point_slope(unit, place):
    sep = R*unit - place
    return -np.sum(sep*unit, axis=-1) / np.linalg.norm(sep, axis=-1)**3


double_phi = apply_operators(pole, u, w, point_potential(u, source))[1]
single_slope = apply_operators(pole, u, w, point_slope(u, source))[0]
left = 2*np.pi*point_potential(pole, source) - double_phi
assert abs(left + single_slope) < 1e-6

# On a smooth non-spherical cavity, D acting on 1 is still -2 pi
axes = np.array([1.0, 1.3, 1.9])
for test_pole in (pole, direction(2.2, -1.1)):
    uu, ww = sphere_rule(test_pole)
    sep = axes * (test_pole - uu)
    normal_area = np.prod(axes) * uu / axes
    d_one = np.sum(ww * np.sum(sep*normal_area, axis=1)
                   / np.linalg.norm(sep, axis=1)**3)
    assert abs(d_one + 2*np.pi) < 1e-5


# Radial dielectric problem by finite volumes in t = log(r/R), without S or D
def radial_potential(l, eps_out):
    """Potential at a charged shell inside the cavity, arbitrary scale."""
    dt = 0.005
    t = dt * np.arange(-2400, 2401)
    mid = 0.5 * (t[1:] + t[:-1])
    strength = np.where(mid < 0, 1.0, eps_out) * np.exp(mid)
    link = strength / dt
    mass = 0.5 * l * (l + 1) * strength * dt
    diagonal = link + mass
    diagonal[1:] += link[:-1] + mass[:-1]
    band = np.zeros((3, len(diagonal)))
    band[0, 1:] = -link[:-1]
    band[1] = diagonal
    band[2, :-1] = -link[:-1]
    rhs = np.zeros(len(diagonal))
    shell = 2300
    rhs[shell] = 1.0
    return solve_banded((1, 1), band, rhs)[shell]


radial_f = {}
for l in range(6):
    vacuum = radial_potential(l, 1.0)
    conductor = radial_potential(l, 1e6) - vacuum
    for eps in EPS_VALUES:
        ratio = (radial_potential(l, eps) - vacuum) / conductor
        radial_f[l, eps] = ratio
        assert abs(ratio - scaling(eps, x_of(l))) < 1e-4

# Two solutes on the z axis: (charges, positions)
shift = 2.0
solutes = {"A": (np.array([1.0]), np.array([shift])),
           "B": (np.array([1.0, -1.0]), np.array([shift, 0.0]))}


def moments(charges, places):
    return np.array([np.sum(charges * places**l) for l in ells])


def energy_terms(mom, factor):
    return -0.5 * factor * mom**2 / R**(2*ells + 1)


def image_energy(charges, places):
    """Grounded conducting sphere, by image charges."""
    total = 0.0
    for qi, zi in zip(charges, places):
        for qj, zj in zip(charges, places):
            total += -0.5 * qi * qj * R / (R**2 - zi*zj)
    return total


results = []
conductor_energy = {}
for name, (charges, places) in solutes.items():
    mom = moments(charges, places)
    e_cond = np.sum(energy_terms(mom, 1.0))
    conductor_energy[name] = e_cond
    assert abs(e_cond - image_energy(charges, places)) < 1e-12
    for eps in EPS_VALUES:
        f = scaling(eps, x_of(ells))
        coeff = -f * (2*ells + 1) / (4*np.pi*R) * mom / R**(ells + 1)
        # The final surface charge must satisfy the dielectric boundary equation
        for test_pole in (pole, direction(0.3, 2.0), direction(2.5, -0.4)):
            uu, ww = sphere_rule(test_pole)
            sigma = legval(uu[:, 2], coeff)
            adjoint = apply_operators(test_pole, uu, ww, sigma)[2]
            lhs = (2*np.pi*(eps + 1)/(eps - 1)
                   * legval(test_pole[2], coeff) - adjoint)
            rhs = sum(q * point_slope(test_pole, np.array([0, 0, z]))
                      for q, z in zip(charges, places))
            assert abs(lhs - rhs) < 1e-6
        # Energy from the series against the surface integral of sigma*Phi/2
        phi = sum(q * point_potential(uu, np.array([0, 0, z]))
                  for q, z in zip(charges, places))
        e_exact = np.sum(energy_terms(mom, f))
        assert abs(0.5*R**2*np.sum(ww*sigma*phi) - e_exact) < 1e-8
        e_zero = scaling(eps, 0.0) * e_cond
        e_half = scaling(eps, 0.5) * e_cond
        x_eff = (eps - 1.0) * e_cond / e_exact - eps
        if name == "A":
            assert 0.0 < x_eff < 1.0
        else:
            assert 0.5 < x_eff < 1.0
            assert 1.0 < e_half/e_exact < (eps + 1)/(eps + 0.5)
        results.append((name, eps, e_exact, e_zero, e_half, x_eff))

print(f"Cavity radius R = {R:.1f} bohr; charge offset = {shift:.1f} bohr")
print("Solute A: +1 e at the offset; B: A plus -1 e at the centre")
print("Quadrature eigenvalues: S in bohr, D dimensionless")
for l in range(5):
    s_val, d_val = quad_eigen[l]
    print(f"l={l}: S={s_val:.5f}  D={d_val:.5f}  x_l={x_of(l):.4f}")
print("Scaling factor f_l (dimensionless): formula / radial solver")
for eps in EPS_VALUES:
    for l in range(5):
        print(f"eps={eps:.0f} l={l}: {scaling(eps, x_of(l)):.5f}"
              f" / {radial_f[l, eps]:.5f}")
print(f"D acting on 1, spheroid-like cavity = {d_one:.5f}"
      f" (-2 pi = {-2*np.pi:.5f})")
print("Conductor energy of solute A by l (hartree)")
terms_a = energy_terms(moments(*solutes["A"]), 1.0)
print("l=0..4: " + " ".join(f"{value:.6f}" for value in terms_a[:5]))
for name, value in conductor_energy.items():
    print(f"Conductor energy, solute {name} = {value:.6f} hartree")
for name, eps, exact, zero, half, x_eff in results:
    print(f"Solute {name}, eps={eps:.0f}: exact E = {exact:.6f} hartree"
          f" = {exact*HARTREE_EV:.4f} eV")
    print(f"  COSMO x=0: {zero:.6f} hartree, error in |E|"
          f" {100*(zero/exact - 1):+.3f} %")
    print(f"  COSMO x=1/2: {half:.6f} hartree, error in |E|"
          f" {100*(half/exact - 1):+.3f} %")
    print(f"  effective x = {x_eff:.4f}")
for eps in EPS_VALUES:
    print(f"Total apparent charge for Q=+1 e, eps={eps:.0f}:"
          f" x=0 {-scaling(eps, 0.0):.5f} e,"
          f" x=1/2 {-scaling(eps, 0.5):.5f} e")
    print(f"Upper bound on x=1/2 excess, neutral solute, eps={eps:.0f}:"
          f" {100*((eps + 1)/(eps + 0.5) - 1):.3f} %")
print("every check passed")
```

Printed output:

```
Cavity radius R = 4.0 bohr; charge offset = 2.0 bohr
Solute A: +1 e at the offset; B: A plus -1 e at the centre
Quadrature eigenvalues: S in bohr, D dimensionless
l=0: S=50.26548  D=-6.28319  x_l=0.0000
l=1: S=16.75516  D=-2.09440  x_l=0.5000
l=2: S=10.05310  D=-1.25664  x_l=0.6667
l=3: S=7.18078  D=-0.89760  x_l=0.7500
l=4: S=5.58505  D=-0.69813  x_l=0.8000
Scaling factor f_l (dimensionless): formula / radial solver
eps=2 l=0: 0.50000 / 0.50000
eps=2 l=1: 0.40000 / 0.40000
eps=2 l=2: 0.37500 / 0.37500
eps=2 l=3: 0.36364 / 0.36364
eps=2 l=4: 0.35714 / 0.35715
eps=80 l=0: 0.98750 / 0.98750
eps=80 l=1: 0.98137 / 0.98137
eps=80 l=2: 0.97934 / 0.97934
eps=80 l=3: 0.97833 / 0.97833
eps=80 l=4: 0.97772 / 0.97772
D acting on 1, spheroid-like cavity = -6.28319 (-2 pi = -6.28319)
Conductor energy of solute A by l (hartree)
l=0..4: -0.125000 -0.031250 -0.007812 -0.001953 -0.000488
Conductor energy, solute A = -0.166667 hartree
Conductor energy, solute B = -0.041667 hartree
Solute A, eps=2: exact E = -0.078872 hartree = -2.1462 eV
  COSMO x=0: -0.083333 hartree, error in |E| +5.657 %
  COSMO x=1/2: -0.066667 hartree, error in |E| -15.474 %
  effective x = 0.1131
Solute A, eps=80: exact E = -0.164304 hartree = -4.4709 eV
  COSMO x=0: -0.164583 hartree, error in |E| +0.170 %
  COSMO x=1/2: -0.163561 hartree, error in |E| -0.452 %
  effective x = 0.1362
Solute B, eps=2: exact E = -0.016372 hartree = -0.4455 eV
  COSMO x=0: -0.020833 hartree, error in |E| +27.253 %
  COSMO x=1/2: -0.016667 hartree, error in |E| +1.802 %
  effective x = 0.5451
Solute B, eps=80: exact E = -0.040866 hartree = -1.1120 eV
  COSMO x=0: -0.041146 hartree, error in |E| +0.685 %
  COSMO x=1/2: -0.040890 hartree, error in |E| +0.059 %
  effective x = 0.5477
Total apparent charge for Q=+1 e, eps=2: x=0 -0.50000 e, x=1/2 -0.40000 e
Upper bound on x=1/2 excess, neutral solute, eps=2: 20.000 %
Total apparent charge for Q=+1 e, eps=80: x=0 -0.98750 e, x=1/2 -0.98137 e
Upper bound on x=1/2 excess, neutral solute, eps=80: 0.621 %
every check passed
```
